When the diagonal Born–Oppenheimer correction builds a false barrier at conical intersections

**Question**

I propagate nuclear wavepackets on the lower of two adiabatic surfaces that meet at a conical intersection. To go beyond the bare Born–Oppenheimer surface I added the diagonal Born–Oppenheimer correction (DBOC), since it is a genuine term of the molecular Hamiltonian. Near the intersection it becomes enormous, and a packet aimed there is now partly thrown back. On the bare surface it went through.

Surely adding a correct term should improve the dynamics? Is the spike real, how does it grow, and would including the geometric phase on my single surface cure the problem?

**Answer**

The spike is a real term of the Hamiltonian, but it belongs with two other things: the sign change of the electronic state around the intersection, and the derivative coupling to the other surface. Keeping the spike alone can be worse than keeping none of them.

**How the correction diverges**

Take two nuclear coordinates x, y with equal mass M, and two real electronic states. To first order around the intersection, with the axes and the pair of electronic states suitably rotated, the electronic matrix, apart from a part common to both states, is

W = [[κx, λy], [λy, −κx]], with κ and λ nonzero.

Define θ by cos θ = κx/r and sin θ = λy/r, where r² = κ²x² + λ²y². The upper and lower eigenvectors, with energies +r and −r, are

u = (cos θ/2, sin θ/2),  d = (−sin θ/2, cos θ/2).

Now insert Ψ = χd, with χ the nuclear factor, and project the kinetic energy on d:

⟨d|−(ħ²/2M)∇²(χd)⟩ = −(ħ²/2M)[∇²χ + 2⟨d|∇d⟩·∇χ + ⟨d|∇²d⟩χ].

Because d is real and normalized, ⟨d|∇d⟩ = 0. Differentiating this once more gives ⟨d|∇²d⟩ = −⟨∇d|∇d⟩. What remains beside −(ħ²/2M)∇²χ is a positive potential, the DBOC:

D = (ħ²/2M)⟨∇d|∇d⟩.

From the eigenvectors, ∇d = −½u∇θ, so D = (ħ²/8M)|∇θ|². For an angle with tangent b/a, dθ = (a db − b da)/(a² + b²). With a = κx and b = λy,

∂θ/∂x = −κλy/r²,  ∂θ/∂y = κλx/r².

Squaring and adding, with ρ² = x² + y²,

D = ħ²κ²λ²ρ² / [8M(κ²x² + λ²y²)²].

Along a fixed direction the numerator grows as ρ² and the denominator as ρ⁴, so D ∝ 1/ρ². For equal slopes it is the same in every direction:

D = ħ²/(8Mρ²).

The slope has dropped out: a shallow cone has the same spike as a steep one. Quadratic terms in W change ∇θ, which is of order 1/ρ, by terms of order 1. They therefore change D by order 1/ρ and leave the leading divergence intact. The upper surface has the same D, since ∇u = ½d∇θ.

**What cancels the spike**

From here on I use equal slopes k, add a harmonic confinement, and set ħ = M = ω = 1:

H = −½∇² + ½ρ² + k(xσz + yσx).

The surfaces are ½ρ² ± kρ, and θ is the polar angle φ. One turn around the origin, φ → φ + 2π, changes the sign of both u and d. The total wavefunction must be single-valued, so the nuclear factors must change sign too. This is the geometric phase: the factors go as e^(ijφ) with j half-odd (±½, ±3/2, …). Ignoring it means using integer j.

Keep both surfaces and write the angular part as (au + bd)e^(ijφ). With u′ = d/2 and d′ = −u/2, hence u″ = −u/4 and d″ = −d/4,

−∂²/∂φ² (u e^(ijφ)) = [(j² + ¼)u − ij d] e^(ijφ),

−∂²/∂φ² (d e^(ijφ)) = [(j² + ¼)d + ij u] e^(ijφ).

Acting on (a, b), the angular kinetic matrix is therefore

K = [[j² + ¼, ij], [−ij, j² + ¼]],

and the angular kinetic energy is K/(2ρ²). The ¼ on the diagonal is the DBOC, since ¼/(2ρ²) = 1/(8ρ²). The off-diagonal element is the derivative coupling between the surfaces. The eigenvalues of K are

j² + ¼ ± j = (j ± ½)².

For j = ½ they are 0 and 1. One channel has no 1/ρ² barrier at all: the ¼ from the geometric phase and the ¼ from the DBOC add to ½, and the coupling removes that ½.

The corresponding vector shows why. For eigenvalue (j − ½)² one finds b = ia, and

(u + id)e^(ijφ) = (1, i)e^(i(j−½)φ).

This is a fixed electronic vector times an ordinary angular wave. At j = ½ nothing in it depends on the angle. The spike came from describing a smooth function with electronic vectors that turn.

For integer j the eigenvalues are squares of half-odd numbers, and the smallest is ¼. At j = 0 the coupling vanishes, so the lower surface with DBOC solves the two-state equations without approximation, but with the wrong condition on going round the intersection. So when both surfaces are kept, the barrier that survives in every channel comes from leaving out the geometric phase.

**Why the phase alone does not cure a single surface**

On one surface the off-diagonal element is absent. The radial equation contains ν²/(2ρ²), where

ν² = l² (bare) or ν² = l² + ¼ (with DBOC),

and l is integer without the geometric phase, half-odd with it. The smallest ν² is:

- bare surface: 0
- DBOC: ¼
- geometric phase: ¼
- both: ½

So putting the phase on your single surface raises the barrier. Once the phase is included, removing the barrier requires the second surface as well.

Near the origin the radial equation reduces to R″ + R′/ρ − ν²R/ρ² = 0, with solutions ρ^ν and ρ^(−ν). For ν > 0 the second has infinite kinetic energy and is rejected, so R vanishes as ρ^ν. With DBOC and l = 0 the density must go to zero linearly in ρ. The full two-state ground state has no such hole. For k = 0.1 its density on the lower surface, averaged over direction, is 0.156 at the intersection, while the DBOC surface gives 0.0033 at ρ = 0.01.

**Weak coupling: the correction does harm**

First the energies. The function R = ρ^ν e^(−ρ²/2) satisfies

R″ + R′/ρ − ν²R/ρ² = (ρ² − 2ν − 2)R.

Multiplying by −½ and adding ½ρ²R leaves (ν + 1)R, so for k → 0 the lowest energy is ν + 1. The bare surface tends to 1 and the DBOC surface to 3/2.

The two-state problem must tend to 1, the zero-point energy of a two-dimensional oscillator. Its first-order shift vanishes because x and y have zero mean. In second order, each coordinate connects the ground state to one quantum with amplitude k/√2, at an energy cost of 1. Since σz² = σx² = 1,

E = 1 − (k²/2 + k²/2) = 1 − k², to order k².

On the single surfaces the shift is first order, −k⟨ρ⟩. The density weight is ρ^(2ν+1)e^(−ρ²), which gives ⟨ρ⟩ = √π/2 ≈ 0.886 for ν = 0 and 2/√π ≈ 1.128 for ν = ½. At k = 0.1:

- two-state: 1 − 0.010 = 0.990; computed 0.990
- bare: 1 − 0.089 = 0.911; computed 0.910
- DBOC: 1.5 − 0.113 = 1.387; computed 1.386

Relative to the two-state energy, the bare surface is too low by 0.080 and the DBOC surface too high by 0.396. If ħω = 100 meV, these errors are −8 meV and +40 meV. The geometric phase alone gives the same ground energy as the DBOC alone, since both have ν² = ¼. Both together are too high by 0.594.

That last result is instructive. With the geometric phase, χd is a legitimate single-valued trial function, and the DBOC is needed for its correct mean energy. The result is thus the best energy any function confined to the lower surface can reach, and an upper bound to the two-state one. The poor value condemns the confinement to one surface, not the DBOC as a term.

**The packet that is thrown back**

Start a Gaussian of ground-state width at rest at x = 3 on the lower surface, with k = 0.1, and let it move for half an oscillator period, t = π. The probability still on the starting side, x > 0, is then:

- two-state: below 0.001
- bare surface: below 0.001
- DBOC: 0.118
- geometric phase: 0.131
- both: 0.150

The limit k → 0 explains the pattern. Write a general radial function as ρ^ν e^(−ρ²/2)P(ρ²), with P a polynomial of degree n. The equation for P is

−½[P″ + ((2ν + 1)/ρ − 2ρ)P′] + (ν + 1)P = EP,

where primes are derivatives with respect to ρ. The highest power, ρ^(2n), survives only in ρP′ = 2nP and in the terms proportional to P, so E = 2n + ν + 1. After t = π each angular channel has acquired the factor

e^(−iπ(2n+ν+1)) = −e^(−iπν).

On the bare surface ν = |l|, and the factor is −(−1)^l. Apart from the overall sign this is the rotation φ → φ + π, so the whole packet reassembles at x = −3. With DBOC, channel l lags by the additional phase

δ = π[√(l² + ¼) − |l|],

which is π/2 = 1.57 for l = 0, 0.37 for |l| = 1 and 0.19 for |l| = 2, and falls as π/(8|l|) for large |l|. The low channels, which come closest to the intersection, are out of step with the rest. The mirror packet is incomplete and part of the probability appears on the starting side.

With the geometric phase alone, l is half-odd. The parts with l > 0 and l < 0 turn by π in opposite senses. On the far axis, φ = π, they meet with factors 1 and e^(2πil) = −1, and cancel. More fully, put α = φ − π. The starting packet is symmetric in φ, so channels l and −l have equal amplitude g_l, and the final wave is proportional to the sum over l > 0 of g_l sin(lα). For equal amplitudes the first N terms sum to (1 − cos Nα)/(2 sin(α/2)). When g_l falls off smoothly, the oscillating part averages away and a tail 1/(2 sin(α/2)) remains. This tail does not vanish for |α| > π/2, so probability reaches the starting side. With the DBOC as well, each channel lags further by π[√(l² + ¼) − |l|]. The node is absent from the two-state density, which for k → 0 is simply mirrored.

The success of the bare surface has a limit. For k → 0 the electronic vector does not have time to turn. The packet starts on the axis with d = (0, 1). On the far side, at φ = π, that same vector is u, so the true packet arrives on the upper surface. In this limit the bare surface gets the position right and the electronic state wrong. Its position density works because the two-state angular strengths, (j ± ½)² with half-odd j, are squares of integers, just like l² on the bare surface. Leaving out all three terms imitates their cancellation. At finite k the position is slightly off as well. With its electronic vector nearly fixed, the true packet feels the potential ½ρ² − kx, swings about x = k and arrives near x = 2k − 3, which is −2.8 for k = 0.1. The bare surface is symmetric and carries the packet to about −3.

**Strong coupling: the correction helps, but not everywhere**

For large k the lower surface is ½(ρ − k)² − k²/2, a trough at ρ = k far from the intersection. Writing R = w/√ρ removes the first derivative and changes the centrifugal term to (ν² − ¼)/(2ρ²). At leading order this is evaluated at the trough:

E ≈ −k²/2 + ½ + (ν² − ¼)/(2k²).

For k = 4 the first two terms give −7.5, and the last is −0.008 (bare), 0 (DBOC) and +0.008 (both). The computed values are −7.5087, −7.5000 and −7.4913; the two-state energy is −7.4913. Here the DBOC halves the error in the absolute energy, and the geometric phase supplies the other half.

Motion around the trough depends on energy differences, and there the DBOC does almost nothing: its ¼ is common to all l. Without the phase the first gap is about (1 − 0)/(2k²) = 0.031. With it, the gap is (9/4 − 1/4)/(2k²) = 0.063. Radial zero-point motion raises the mean of 1/ρ²: with ρ = k + q and ⟨q²⟩ = ½, the factor is 1 + 3/(2k²) = 1.09, giving 0.034 and 0.068. The computed gaps are 0.035 for the bare surface and for DBOC, 0.069 with the phase, with or without DBOC, and 0.068 for two states. Even where the DBOC improves the energy, the lowest gap without the phase is too small by a factor of about two. The factor belongs to this gap only: at leading order successive spacings go as 1, 3, 5, … without the phase and 2, 4, 6, … with it (centrifugal stretching of the trough reduces the higher ones), so their ratio falls toward 1 as l grows.

**How to decide**

Compare the derivative coupling with the gap between the surfaces. For j = ½ the coupling is 1/(4ρ²) and the gap is 2kρ. They are equal at

ρ₀ = (8k)^(−1/3), or ρ₀³ = ħ²/(8Mg) in ordinary units, with g the slope of the cone in energy per length.

For k = 0.1, ρ₀ ≈ 1.1, as large as the zero-point motion, and a single surface is not a sound starting point. For k = 4, ρ₀ ≈ 0.3 while the trough lies at 4. There the coupling lowers the energy by an amount only of order (1/64)²/32, that is of order 10⁻⁵. For a moving packet ρ₀ is not enough, because the coupling grows with |j|. At a speed v around the intersection, |j| ≈ Mvρ/ħ and the coupling is about ħv/(2ρ), which must be small beside the gap 2gρ. For k = 0.1, a packet circling at ρ = 5 with v = 5 has a coupling of 0.5 and a gap of 1, so a single surface is unsafe there although ρ is more than four times ρ₀.

In this model the ground-energy errors of the bare and DBOC surfaces are equal in size at k ≈ 0.35. That number is specific to this confinement and this observable.

For a sense of scale, take M = 1 u and ħω = 100 meV, so that the length unit is 0.2045 Å. At 0.1 Å, ρ = 0.1/0.2045 = 0.489 and D = 100 meV/(8 × 0.489²) ≈ 52 meV. At 0.01 Å it is a hundred times larger.

For your packet, which runs straight at the intersection, use both states, preferably in a diabatic basis, where neither the spike nor the sign change appears. If the motion stays well outside ρ₀ and is slow enough that the coupling ħv/(2ρ) remains much smaller than the gap, one surface is adequate, but include the geometric phase together with the DBOC whenever the wavefunction can encircle the intersection.

The two-state values come from diagonalizing H in a finite oscillator basis, and are labelled "exact" in the numerical output. They refer to this model, which leaves out unequal slopes, a tilt of the cone, further electronic states, spin–orbit coupling and other vibrations; for a real intersection ρ₀ and the speed criterion are order-of-magnitude guides.

Calculated quantities

```
Energies in hbar*omega, lengths in sqrt(hbar/(M omega))
DBOC log-log slope along a ray: -2.00000
isotropic DBOC * rho^2: 0.12500
loop sign around / beside: -1 / 1
j=0.0: angular eigenvalues 0.250, 0.250
j=0.5: angular eigenvalues 0.000, 1.000
j=1.0: angular eigenvalues 0.250, 2.250
j=1.5: angular eigenvalues 1.000, 4.000
k=0.1: ground energy exact: 0.99005  error +0.00000
k=0.1: ground energy bare: 0.91033  error -0.07972
k=0.1: ground energy DBOC: 1.38605  error +0.39600
k=0.1: ground energy GP: 1.38605  error +0.39600
k=0.1: ground energy GP+DBOC: 1.58443  error +0.59438
k=4.0: ground energy exact: -7.49133  error +0.00000
k=4.0: ground energy bare: -7.50871  error -0.01738
k=4.0: ground energy DBOC: -7.50000  error -0.00867
k=4.0: ground energy GP: -7.50000  error -0.00867
k=4.0: ground energy GP+DBOC: -7.49132  error +0.00001
crossover slope k (equal errors): 0.3487
energy at crossover, exact: 0.8848
k=4.0: pseudorotation gap exact: 0.06844
k=4.0: pseudorotation gap bare: 0.03468
k=4.0: pseudorotation gap DBOC: 0.03457
k=4.0: pseudorotation gap GP: 0.06874
k=4.0: pseudorotation gap GP+DBOC: 0.06854
k=0.1: exact lower-state density at rho=0: 0.1560
k=0.1: DBOC-surface density at rho=0.01: 0.00335
packet start x = 3.0, time = 3.1416 /omega, k = 0.1
probability on starting side, exact two-state: 0.00002
probability on starting side, bare surface: 0.00004
probability on starting side, with DBOC: 0.11832
probability on starting side, with GP: 0.13143
probability on starting side, with GP and DBOC: 0.15019
scale: M = 1 u, hbar*omega = 100 meV
length unit: 0.2045 angstrom
half period: 20.68 fs
DBOC at 0.1 angstrom: 52.25 meV
DBOC at 0.01 angstrom: 5225 meV
k=0.1 ground error bare: -7.97 meV
k=0.1 ground error DBOC: +39.60 meV
```
